\section*{Small-signal impedance and negative resistance of an idealized Read diode, part 2}

We seek the frequencies at which a Read diode has negative small-signal resistance. The diode is one-dimensional, with cross-section $A$ and permittivity $\varepsilon$. Carriers are created in an avalanche zone of length $l_a$ and then cross a drift zone of length $l_d$, where $y$ is the distance from its entrance. The model assumes one saturated speed $v$, equal ionization coefficients $\alpha(E)$ for both carriers, and no ionization in the drift zone. It omits diffusion, leakage and contact resistance.

The dc current density is $J_0$, breakdown requires $\alpha l_a=1$, and $\alpha'=d\alpha/dE$. Amplitudes multiply $e^{i\omega t}$. The total current density is $I$, and the particle current density entering the drift zone is $j=\gamma I$. Impedance is voltage drop divided by $IA$. Further, $\tau_a=l_a/v$, $\tau_d=l_d/v$, $\theta=\omega\tau_d$, $\rho=\omega^2/\omega_a^2$ and $\omega_a^2=3v\alpha'J_0/\varepsilon$.

The factor 3 comes from the avalanche response time $\tau_a/3$; a uniform particle current would give $\tau_a/2$. With $\bar e$ the mean alternating field in the avalanche zone,
\begin{equation}
\frac{i\omega\tau_a}{3}\,j=\alpha'J_0l_a\bar e,
\qquad
j=\frac{3v\alpha'J_0}{i\omega}\,\bar e .
\label{inj}
\end{equation}
To leading order in $\omega\tau_a$ and $\omega_a\tau_a$, $\gamma=1/(1-\rho)$. The drift-zone and total impedances are
\begin{equation}
Z_d=\frac{l_d}{i\omega\varepsilon A}\left[1-\gamma\,\frac{1-e^{-i\theta}}{i\theta}\right],
\label{Zd}
\end{equation}
\begin{equation}
Z=\frac1{i\omega\varepsilon A}\left\{\frac{l_a}{1-\omega_a^2/\omega^2}
+l_d\left[1-\gamma\,\frac{1-e^{-i\theta}}{i\theta}\right]\right\}.
\label{Z}
\end{equation}
Part (e) gave the first correction to $\gamma$ and the resistance $R_a$ of the avalanche zone:
\begin{equation}
\frac1\gamma=1-\rho+i\omega\tau_a\left(\frac16-\frac{7\rho}{30}\right).
\label{g1}
\end{equation}
\begin{equation}
R_a=-\frac{l_a\tau_a}{15\varepsilon A}\,
\frac{\rho}{(1-\rho)^2+(\omega\tau_a\rho/15)^2}.
\label{Ra}
\end{equation}

\subsection*{(g) Where the resistance is negative}

\textit{Separate $Z=R+iX$. Determine the frequencies at which $R<0$.}

\textbf{Solution.} From $1-e^{-i\theta}=1-\cos\theta+i\sin\theta$,
\begin{equation}
\frac{1-e^{-i\theta}}{i\theta}=\frac{\sin\theta}\theta-i\,\frac{1-\cos\theta}\theta .
\end{equation}
The bracket in (\ref{Zd}) is therefore $1-\gamma\sin\theta/\theta+i\gamma(1-\cos\theta)/\theta$. Division by $i$ turns its imaginary part into a resistance. With $\omega=\theta v/l_d$,
\begin{align}
R&=\frac{l_d}{\omega\varepsilon A}\,\gamma\,\frac{1-\cos\theta}\theta
=\frac{l_d^2}{v\varepsilon A}\,\frac{1-\cos\theta}{\theta^2}\,\frac1{1-\omega^2/\omega_a^2},
\label{R}\\
X&=-\frac1{\omega\varepsilon A}\left[\frac{l_a}{1-\omega_a^2/\omega^2}
+l_d\left(1-\gamma\frac{\sin\theta}\theta\right)\right].
\end{align}
The factor $1-\cos\theta$ is never negative, so the sign of $R$ is that of $\gamma$. Take $\omega_a\tau_d$ not to be a multiple of $2\pi$. Then
\begin{equation}
R<0\quad\text{for every }\omega>\omega_a\text{ except }\theta=2\pi m,\quad m\text{ an integer},
\label{range}
\end{equation}
and $R=0$ at those isolated points. In this leading-order model the negative range has a lower edge at $\omega_a$ and no upper edge. At $\theta=2\pi m$ the drift zone holds whole periods of the wave, and the alternating particle current contributes nothing to the voltage.

The shape of $R$ follows from $(1-\cos\theta)/\theta^2=\tfrac12[\sin(\theta/2)/(\theta/2)]^2$, which falls steadily for $0<\theta<2\pi$. If $\omega_a<2\pi/\tau_d$, then $|R|$ falls steadily from the pole at $\omega_a$ to zero at $2\pi/\tau_d$. At high frequency its envelope falls as $\omega^{-4}$.

For $\omega\to0$, $\gamma\to1$ and (\ref{R}) tends to
\begin{equation}
R(0)=\frac{l_d^2}{2v\varepsilon A}.
\label{R0}
\end{equation}
This positive value is the dc space-charge resistance. Extra current $\delta J$ adds the charge density $\delta J/v$. With the entrance field fixed by the breakdown condition, the field rises by $\delta J\,y/(v\varepsilon)$, and its integral is $\delta J\,l_d^2/(2v\varepsilon)$.

\subsection*{(h) A diode in numbers}

\textit{Evaluate the model for a silicon diode with $l_a=0.40$ µm, $l_d=3.0$ µm, $v=10^7$ cm/s, $J_0=600$ A/cm$^2$, $A=10^{-5}$ cm$^2$ and relative permittivity $11.7$. Use $\alpha=a\,e^{-b/E}$ with $a=10^6$ cm$^{-1}$ and $b=1.6$ MV/cm.}

\textbf{Solution.} These are rough typical values, and $\alpha$ is one effective coefficient for both carriers. Breakdown requires $\alpha=1/l_a=2.5\times10^4$ cm$^{-1}$, so
\begin{equation}
E_a=\frac b{\ln(al_a)}=\frac{1.6}{\ln40}=0.434\ \text{MV/cm},\qquad
\alpha'=\frac{\alpha b}{E_a^2}=0.213\ \text{V}^{-1}.
\end{equation}
With $\varepsilon=1.036\times10^{-12}$ F/cm,
\begin{equation}
\omega_a^2=\frac{3\cdot10^7\cdot0.2126\cdot600}{1.036\times10^{-12}}\ \text{s}^{-2}
=3.69\times10^{21}\ \text{s}^{-2},\qquad
\frac{\omega_a}{2\pi}=9.67\ \text{GHz}.
\end{equation}
A response time $\tau_a/2$ would give $7.90$ GHz, lower by the factor $\sqrt{2/3}$. The drift time is $30$ ps, so $\theta=\pi$ at $16.67$ GHz and $\theta=2\pi$ at $33.33$ GHz.

The low-frequency resistance (\ref{R0}) is $434.4\ \Omega$. At $\theta=\pi$ one has $\rho=(16.67/9.674)^2=2.97$ and
\begin{equation}
R=2(434.4\ \Omega)\cdot\frac2{\pi^2}\cdot\frac1{1-2.97}=-89\ \Omega .
\end{equation}
The table sets the leading-order formula (\ref{Z}) beside a numerical solution of the linear transport equations for the actual $l_a$. All values are in ohms.
\begin{center}
\begin{tabular}{rrrrr}
GHz & $R$, (\ref{Z}) & $X$, (\ref{Z}) & $R$, full & $X$, full\\
5.00 & 550 & 203 & 569 & 193\\
12.00 & $-516$ & $-773$ & $-543$ & $-715$\\
16.67 & $-89.4$ & $-332$ & $-89.4$ & $-322$\\
20.00 & $-33.8$ & $-260$ & $-32.4$ & $-255$\\
25.00 & $-6.9$ & $-206$ & $-5.9$ & $-205$\\
30.00 & $-0.60$ & $-175$ & $-0.39$ & $-175$
\end{tabular}
\end{center}
The close agreement of $R$ at $16.67$ GHz is not typical of the table. At that frequency $\omega\tau_a=0.42$, which is not very small. That the error in $Z$ is of first order in $\tau_a$ was tested at 20 GHz with much shorter zones, holding $l_d$, $v$, $\alpha'$ and $J_0$ fixed. Shortening $l_a$ from $0.04$ to $0.02$ µm reduced the error by a factor $1.997$.

For a circuit connected in parallel, the conductance $G=\mathrm{Re}(1/Z)=R/|Z|^2$ matters. It has the sign of $R$ but no pole at $\omega_a$, because $|Z|$ diverges there. In the formula its most negative value between $\omega_a$ and $2\pi/\tau_d$ is $-0.82$ mS, at $14.8$ GHz. The full solution gives $-0.90$ mS at that frequency.

\subsection*{(i) What a finite avalanche zone does to the edges}

\textit{Use the corrections of part (e) to find how the lower edge moves, and whether $R$ becomes positive near $\theta=2\pi m$.}

\textbf{Solution.} Near $\omega_a$, (\ref{g1}) reduces to $1/\gamma=X_a-i\beta$ with $X_a=1-\rho$ and $\beta=\omega_a\tau_a/15$. The pole becomes a finite resonance. By (\ref{Zd}) the drift resistance is
\begin{equation}
R_d=\frac{v}{\varepsilon A\omega^2}\,\mathrm{Re}\left[\gamma(1-e^{-i\theta})\right].
\label{Rd}
\end{equation}
Since $\gamma=(X_a+i\beta)/(X_a^2+\beta^2)$, it vanishes when
\begin{equation}
X_a(1-\cos\theta)-\beta\sin\theta=0\quad\Rightarrow\quad X_a=\beta\cot\frac\theta2 .
\end{equation}
The resistance $R_a$ changes this value of $X_a$ only by an amount of order $\beta\,\omega_a\tau_a$ and is dropped. The edge lies at
\begin{equation}
\omega\simeq\omega_a\left(1-\frac{\omega_a\tau_a}{30}\cot\frac{\omega_a\tau_d}2\right),
\end{equation}
provided $\omega_a\tau_d$ is not near a multiple of $2\pi$. In the example $\omega_a\tau_a=0.243$ and $\omega_a\tau_d=1.82$, so the edge moves from $9.67$ to $9.61$ GHz. The full solution gives $9.60$ GHz.

Above $\omega_a$ and away from the resonance, write (\ref{g1}) as
\begin{equation}
\frac1\gamma=-(\rho-1)(1+i\varphi),\qquad
\varphi=\omega\tau_a\,\frac{7\rho-5}{30(\rho-1)} .
\end{equation}
For small $\varphi$ this is $\gamma=-e^{-i\varphi}/(\rho-1)$: the injected wave is late by the phase $\varphi$. Then (\ref{Rd}) becomes
\begin{equation}
R_d=-\frac{v}{\varepsilon A\omega^2(\rho-1)}\left[\cos\varphi-\cos(\theta+\varphi)\right].
\end{equation}
The bracket is negative for $2\pi m-2\varphi<\theta<2\pi m$. In that window the drift zone has positive resistance, with a maximum near $\theta=2\pi m-\varphi$. There the bracket is $\cos\varphi-1\simeq-\varphi^2/2$. Using $v\tau_a^2=l_a\tau_a$,
\begin{equation}
R_{d,\max}=\frac{l_a\tau_a}{\varepsilon A(\rho-1)}\,\frac{(7\rho-5)^2}{1800(\rho-1)^2}.
\end{equation}
The avalanche zone adds $R_a=-l_a\tau_a\rho/[15\varepsilon A(\rho-1)^2]$, which is of the same order. The sum is negative if
\begin{equation}
(7\rho-5)^2<120\,\rho(\rho-1)
\quad\Longleftrightarrow\quad
71\rho^2-50\rho-25>0,
\end{equation}
that is, for $\rho>(50+\sqrt{9600})/142=1.042$, or $\omega>1.02\,\omega_a$. At this order the zeros at $\theta=2\pi m$ thus do not open into bands of positive resistance, unless one lies within about $2\,\%$ above $\omega_a$. Instead $R$ stays slightly negative there, as long as $\omega\tau_a$ is small; the expansion does not cover the zeros at large $m$.

The example confirms this. At $\theta=2\pi$ the drift part vanishes for any $\gamma$ and only $R_a$ remains. With $l_a\tau_a/(\varepsilon A)=15.4\ \Omega$ and $\rho=11.87$,
\begin{equation}
R=-\frac{15.4\ \Omega}{15}\cdot\frac{11.87}{(10.87)^2}=-0.10\ \Omega,
\end{equation}
equal to the full result. On a grid from 1 to 60 GHz the full solution changes sign once, at the lower edge. Between $1.1\,\omega_a/2\pi$ and 60 GHz its largest value is $-0.07\ \Omega$, at $32.3$ GHz. A resistance this small is of no practical use, as the next part shows.

At low frequency the correction has another form. By (\ref{g1}), $\gamma\simeq1-i\omega\tau_a/6$ for $\omega\to0$. The bracket in (\ref{Zd}) tends to $i\omega(\tau_d/2+\tau_a/6)$, so $R(0)$ is multiplied by $1+l_a/(3l_d)$, here $1.04$. Formula (\ref{R0}) thus also requires $l_a\ll l_d$.

\subsection*{(j) The upper edge set by series resistance}

\textit{Contacts and substrate add $R_s=5\ \Omega$. Find the band in which the leading-order model still has negative total resistance.}

\textbf{Solution.} The condition is $R+R_s<0$. Just above $\omega_a$ the formula gives $R\to-\infty$, so the lower edge stays at $9.67$ GHz. From there $|R|$ falls steadily to zero at $33.33$ GHz, and it passes $5\ \Omega$ once, at $25.9$ GHz. Beyond $\theta=2\pi$, use $1-\cos\theta\le2$:
\begin{equation}
|R|\le\frac{l_d^2}{v\varepsilon A}\,\frac{2}{(2\pi)^2}\,\frac1{\rho(2\pi)-1}
=869\ \Omega\cdot\frac{0.0507}{10.87}=4.1\ \Omega<R_s .
\end{equation}
No second band exists. In the leading-order model the range is
\begin{equation}
9.67\ \text{GHz}<f<25.9\ \text{GHz}\qquad(R_s=5\ \Omega).
\end{equation}
The finite length of the avalanche zone and a lower carrier speed each move the upper edge down somewhat. A smaller $R_s$ raises it, and below some value a band beyond $33.33$ GHz opens as well.

\subsection*{(k) The model beside a real diode}

\textit{Estimate which neglected effects matter for this example.}

\textbf{Solution.} The zone lengths, current density and breakdown field are in the regime of silicon microwave diodes, as rough values. The step in field between the zones, from $0.434$ to $0.15$ MV/cm, needs a doped sheet of $1.8\times10^{12}$ cm$^{-2}$. Silicon breaks the assumption of equal ionization coefficients. For a ratio of $0.3$, with the same relative field slope, field, $J_0$, $l_a$ and $v$, the factor 3 in $\omega_a^2$ becomes $3.07$, and $\omega_a$ rises by $1.2\,\%$. The actual field slopes in silicon differ from that of the effective law and can shift $\omega_a$ by several per cent. Changes of similar size come from the drift. Incomplete saturation, for a mobility of $1000$ cm$^2$/Vs and $v_{\text{drift}}=v/(1+v/\mu E)$, lowers the speed by $6\,\%$. Heating lowers it by about $3\,\%$: the dc power of $0.39$ W in a disc on thick silicon gives a rise of some $36$ K, without the package. The frequencies of fixed $\theta$ fall in proportion to the speed. Heating also raises the breakdown field. In a slow dc measurement this adds a thermal resistance that can be of the same order as the space-charge resistance (\ref{R0}); signals too fast for the temperature to follow do not see it. Diffusion with $20$ cm$^2$/s weakens the wave by $6\,\%$ at the end of the drift zone for $\theta=\pi$. In the avalanche zone, where the diffusion coefficient is $0.05\,vl_a$, it also changes the breakdown condition and the response time; this is not estimated here.

Ionization in the drift zone is not negligible either. A carrier causes only $0.013$ ionizations there, but the carriers of the other sign return to the avalanche zone and are multiplied. Their share must be compared with the delay term $\omega\tau_a/3=0.14$ at $\theta=\pi$, not with one, so it changes (\ref{inj}) by several per cent. This matters most near $\omega_a$, where the leading terms cancel, and near $\theta=2\pi$, where by itself it can turn the slightly negative resistance of part (i) positive. The field dependence of the speed acts there in the same direction and diffusion in the opposite one, so the sign in a real diode is left open. In silicon, electrons ionize much more than holes at the drift field. The effect of ionization in the drift zone is therefore several times larger when electrons drift, and the values of part (h) near $\omega_a$ then do not apply; from $\theta=\pi$ upwards it still lowers $|R|$ by roughly a fifth to a quarter. It is much smaller when holes drift, but holes are further from saturation: a mobility of $450$ cm$^2$/Vs in the law above lowers their speed by $13\,\%$ at the drift field.

The other effects estimated here are smaller. The dc space charge changes the field inside the avalanche zone by $0.0006$ MV/cm. The tunnelling exponent, for a triangular barrier with a gap of $1.12$ eV and a mass of $0.2$ electron masses, is $83$, so tunnelling is negligible. A leakage of $10^{-3}$ A/cm$^2$ adds a damping term $10^{-5}$ times the delay term in (\ref{inj}) at $\theta=\pi$.

In wide-gap semiconductors the breakdown field is higher; only this change is considered here. With the ionization law used here, $\alpha'=\ln(al_a)/(l_aE_a)$. At fixed $l_a$, $a$, $v$, $\varepsilon$ and $J_0$, a breakdown field $k$ times higher thus lowers $\omega_a$ by the factor $\sqrt k$. A current density $k$ times higher restores it, at the price of $k^2$ times the power density in the avalanche zone.

All results hold for small signals, $|j|\ll J_0$. The amplitude an oscillator finally reaches lies outside this linear theory. The main values used here are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
lengths: avalanche 0.40 um, drift 3.00 um
velocity 1.00e+07 cm/s, relative permittivity 11.7
dc current density 600 A/cm2, area 1.0e-05 cm2
ionization law: A 1.0e+06 /cm, b 1.60 MV/cm
breakdown field 0.4337 MV/cm, alpha 2.500e+04 /cm
slope alpha' 0.2126 /V
transit times: avalanche 4.00 ps, drift 30.00 ps
growth rate*tau_a/(alpha*la-1) at 1% excess: 2.9940
mid-zone current rise 0.00749, predicted 0.00749
avalanche frequency, factor 3: 9.674 GHz
avalanche frequency, factor 2: 7.899 GHz
theta = pi at 16.667 GHz, 2 pi at 33.333 GHz
low-frequency resistance 434.4 ohm
lag of injected current, thin zone, 20 GHz: 90.07 deg
error ratio on halving thin avalanche zone: 1.997
f (GHz): R, X formula; R, X full transport (ohm)
  5.00:   550.14   202.71;   568.84   192.71
 12.00:  -516.06  -773.18;  -542.66  -715.30
 16.67:   -89.44  -332.14;   -89.40  -322.13
 20.00:   -33.77  -259.59;   -32.39  -255.41
 25.00:    -6.89  -206.38;    -5.93  -205.43
 30.00:    -0.60  -174.64;    -0.39  -174.57
 33.33:    -0.00  -158.40;    -0.10  -158.39
omega*tau_a at theta = pi: 0.419
strongest negative conductance -0.8224 mS at 14.77 GHz
full transport conductance there -0.8971 mS
band with 5.0 ohm in series, formula: 9.67 to 25.85 GHz
full transport lower edge, no series R: 9.602 GHz
full transport sign changes of R, 1-60 GHz: 1 near 9.5 GHz
full transport largest R from 1.1 f_a to 60 GHz: -0.0676 ohm at 32.3 GHz
ionization ratio 0.3: response factor 3.066, f_a shift 1.2 %
ionizations per carrier in drift zone 0.0131
drift field 0.150 MV/cm, dc rise 0.0174 MV/cm
dc field change inside avalanche zone 0.00058 MV/cm
doping sheet between zones 1.83e+12 /cm2
dc voltage 65.0 V, power 0.390 W
heating above 300 K, conductivity 1.5 W/(cm K): 36 K
velocity change by heating -3.4 %
incomplete saturation, mobility 1000 cm2/Vs: -6.2 %
diffusion 20 cm2/s: wave loss at drift end, theta = pi: 6.4 %
tunnelling exponent, gap 1.12 eV, mass 0.2 m_e: 83
leakage 1e-03 A/cm2: damping/delay term 1.2e-05
\end{verbatim}
